# Silicon has six conduction valleys inside the zone, not three at X

The electrons that carry current in an n-type silicon channel occupy small regions of wavevector space around the lowest points of the conduction band. To turn an electron density into a Fermi level, one must know how many such regions, or valleys, there are. For silicon the candidates are three and six, and the choice changes the available density of states by a factor of two.

## The case for three

The belief runs as follows. Silicon's minima lie in the six directions from the zone centre Γ to the points X, close to the zone boundary. If they are placed at X itself, each constant-energy ellipsoid is cut in half by the boundary, and six halves make three valleys.

Part of this is sound. In germanium the minima really are at boundary points, the eight points L, and eight halves make four valleys. The fault lies in moving silicon's minima to X, since a small displacement there changes the count.

Let $a$ be the cubic lattice constant, and measure wavevectors in units of $2\pi/a$, so that X along the first axis is $(1,0,0)$. A reciprocal lattice vector $(h,k,l)$ must give a phase that is a multiple of $2\pi$ for each of the lattice translations $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$. The phases are $\pi(k+l)$, $\pi(h+l)$ and $\pi(h+k)$, so all three sums are even. Adding two of them and subtracting the third shows that $2h$ is even, and likewise $2k$ and $2l$. Hence $h,k,l$ are integers, either all even or all odd.

Two wavevectors describe the same Bloch states if they differ by such a vector. Put the minima at distance $x_0$ along the six axes, with $0<x_0\le1$:

- Opposite points differ by $(2x_0,0,0)$. The zeros are even, so $2x_0$ must be even too, which requires $x_0=1$.
- Points on different axes differ by vectors such as $(x_0,-x_0,0)$. The zero would require $x_0$ to be even, which is impossible in this range.

There are therefore three distinct points at $x_0=1$ and six for any smaller $x_0$. For germanium, $(\frac12,\frac12,\frac12)$ and its opposite differ by $(1,1,1)$, which is allowed, so the eight L points reduce to four.

## Why the minimum avoids X

A band that is symmetric about a boundary point would normally be flat there, and could have its minimum there. In the diamond structure the levels at X come in pairs, and this changes the argument.

Take the origin at the centre of a bond, so that the two atoms of the cell sit at $\pm\frac a8(1,1,1)$. Two operations leave the crystal unchanged:

$$P:(x,y,z)\to(-x,-y,-z),$$
$$S:(x,y,z)\to\left(\tfrac a4-x,\;y,\;\tfrac a4-z\right).$$

$P$ is inversion. $S$ is a half-turn about a line parallel to $y$ through the atom at $\frac a8(1,1,1)$; it permutes that atom's four tetrahedral bonds. Applying the two in different orders gives

$$SP:(x,y,z)\to\left(x+\tfrac a4,\,-y,\,z+\tfrac a4\right),$$
$$PS:(x,y,z)\to\left(x-\tfrac a4,\,-y,\,z-\tfrac a4\right).$$

The results differ by the lattice translation $\mathbf R=\frac a2(1,0,1)$, so $SP=T_{\mathbf R}PS$. Both operations turn the wavevector X into $-$X, which is equivalent to X, so they act within the states at X. There the translation multiplies a Bloch function by $e^{-i\mathbf k\cdot\mathbf R}=e^{-i\pi}=-1$. Therefore

$$SP=-PS\quad\text{at X}.$$

Let $\varphi$ be an energy eigenstate at X with parity $p=\pm1$, so $P\varphi=p\varphi$. Then $P(S\varphi)=-S(P\varphi)=-p\,(S\varphi)$. The state $S\varphi$ has the same energy, because $S$ is a symmetry, but the opposite parity, so it is a different state. Each level at X thus contains states in pairs $\varphi_+,\varphi_-$.

Now move a distance $q$ from X along the Γ–X line. For electron mass $m$ and a local potential, writing the wavefunction as $e^{iqx}\varphi$ adds to the Hamiltonian the terms

$$\frac{\hbar q}{m}p_x+\frac{\hbar^2q^2}{2m}.$$

The momentum $p_x$ is odd under inversion, so its diagonal elements in the pair vanish and only $\langle\varphi_+|p_x|\varphi_-\rangle$ can survive. A two-by-two matrix with zero diagonal and off-diagonal element $w$ has eigenvalues $\pm|w|$. To first order the energies are therefore $E_X\pm s|q|$, with

$$s=\frac{\hbar}{m}\left|\langle\varphi_+|p_x|\varphi_-\rangle\right|.$$

At second order, coupling to the other levels involves $p_x$ twice. That product is even under $P$, so it does not mix $\varphi_+$ with $\varphi_-$. It is also unchanged by $S$, which reverses $p_x$, so it shifts both states equally. Together with the free-electron term it gives a common $Aq^2$, and the lower branch is

$$E(q)=E_X-s|q|+Aq^2 .$$

If $s\neq0$, the energy falls on both sides of X, so X cannot be a minimum. For $A>0$, setting the derivative with respect to $|q|$ to zero gives

$$q_0=\frac{s}{2A},$$
$$E_X-E(q_0)=sq_0-Aq_0^2=sq_0-\frac{sq_0}{2}=\frac{sq_0}{2}.$$

The minimum on the far side of X, at $1+q_0$, is not an extra valley. Subtracting $(2,0,0)$ takes it to $-(1-q_0)$, the valley on the opposite axis.

## Where the minimum lies

Symmetry allows a slope but does not give its size. For that I use the local empirical pseudopotential method with the Cohen–Bergstresser parameters for silicon: $a=0.543$ nm and three fitted Fourier components of the potential. Spin–orbit coupling is omitted.

The model puts the minimum at $x_0=0.854$, which is 1.69 nm$^{-1}$ short of X. A search of reciprocal space on a grid of spacing 0.05 finds six lowest minima per primitive cell, without assuming where they are.

The conduction pair at X has parities $-1$ and $+1$, as derived. Its momentum matrix element gives $s=1.78$ eV per unit of $2\pi/a$, and the slope taken directly from energy differences agrees to that precision. With $q_0=1-0.8537=0.1463$ taken from the band calculation, the two-branch formula predicts

$$\frac{sq_0}{2}=\frac{1.7775\times0.1463}{2}\ \text{eV}=130\ \text{meV}$$

for the height of X above the minimum. The full bands give 128 meV. Used this way, the formula accounts for the depth once the position is known. It can also be used without that input: evaluating the second-order sum at X gives $A=6.31$ eV per unit squared, the same for both states, so $q_0=s/2A=0.141$ and the depth is $s^2/4A=125$ meV, within 4 percent of the full bands.

The argument needs inversion symmetry, which III-V crystals of the zinc-blende structure lack. Adding a trial inversion-breaking potential to the silicon model splits the pair at X by 339 meV, and the slope, 1.78 eV per unit in silicon, becomes $-0.003$ eV per unit when averaged over the last 0.001 unit before X. The negative sign means that the energy now falls slightly on approaching X, so in this trial crystal X is a local minimum along the line.

That sign is not what the simplest estimate gives. The added potential is odd under $P$, so within the pair it too only couples $\varphi_+$ with $\varphi_-$. Choose $\varphi_-=S\varphi_+$ and note that $S^2=1$. The added potential is unchanged by $S$, so its off-diagonal element equals its own complex conjugate and is real. The momentum $p_x$ is reversed by $S$, so its element is imaginary. With a splitting $2\delta$, the total coupling then has magnitude $|\delta\pm isq|=\sqrt{\delta^2+s^2q^2}$, and the lower branch becomes $-\sqrt{\delta^2+s^2q^2}+Aq^2$, measured from the middle of the pair. For small $q$ this is $-\delta+(A-s^2/2\delta)q^2$, so X is a minimum only if $2\delta>s^2/A=2sq_0$. Silicon's own values put that threshold at about 520 meV with $q_0$ taken from the bands, or about 500 meV with $A$ evaluated at X, in either case above the actual splitting. The estimate, which keeps silicon's $s$ and $A$ and treats the added potential only within the pair, therefore fails for this trial crystal; the added potential also mixes in other levels, so that the momentum element within the pair falls from 1.78 to 1.35 eV per unit and $A$ rises from 6.3 to 8.1 eV per unit squared, which lowers the threshold to about 220 meV, below the splitting. What the case does show is that X can be a minimum along the Γ–X line once inversion symmetry is broken strongly enough. At half the strength of the trial potential the splitting is 157 meV and the minimum stays off X, near 0.88.

## What the count does to the Fermi level

Near each minimum the energy is quadratic. With $k_l$ along the axis and $k_t$ across it,

$$E-E_c=\frac{\hbar^2}{2}\left[\frac{(k_l-k_0)^2}{m_l}+\frac{k_t^2}{m_t}\right],$$

where $E_c$ is the band minimum and $k_0=2\pi x_0/a$. The model gives $m_l=0.873\,m$ and $m_t=0.184\,m$.

When the Fermi level $E_F$ lies several $k_BT$ below $E_c$, the occupation is $e^{-(E-E_F)/k_BT}$. For $g$ valleys and two spins, $n=N_c\,e^{-(E_c-E_F)/k_BT}$ with

$$N_c=\frac{2g}{(2\pi)^3}\int e^{-(E-E_c)/k_BT}\,d^3k .$$

Measure each component of $\mathbf k$ from the minimum in units of $\sqrt{2m_ik_BT}/\hbar$, where $m_i$ is the mass for that direction. The exponential becomes $e^{-u^2}$, whose integral over all three components is $\pi^{3/2}$. Hence

$$N_c=\frac{2g}{8\pi^3}\,\frac{(2\pi k_BT)^{3/2}\sqrt{m_lm_t^2}}{\hbar^3}
=2g\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2},$$

with $m_d=(m_lm_t^2)^{1/3}=0.310\,m$.

At 300 K one ellipsoid contributes $4.32\times10^{18}$ cm$^{-3}$. This can be compared with a direct integral of the Boltzmann factor over the computed bands, in one arm of the zone from halfway along Γ–X out to the boundary face. The integral gives $4.58\times10^{18}$ cm$^{-3}$, or 1.06 ellipsoids. Half an ellipsoid would have given about 0.5. The extra 6 percent measures how far the bands depart from the parabolic form.

Take $n=10^{17}$ cm$^{-3}$ and hold the density, masses and temperature fixed, with $k_BT=25.85$ meV. Six valleys give $N_c=2.593\times10^{19}$ cm$^{-3}$ and

$$E_c-E_F=25.85\,\ln(259.3)\ \text{meV}=143.7\ \text{meV}.$$

Three valleys would give $N_c=1.30\times10^{19}$ cm$^{-3}$ and 125.8 meV. The mistake places the Fermi level too close to the band by $k_BT\ln2=17.9$ meV. Conversely, at a fixed Fermi level it loses half the electrons. These are parabolic values: with the band integral, 1.06 ellipsoids per valley, the six-valley result becomes 145.2 meV, a shift of 1.5 meV that is small beside the counting error.

## What else depends on the count

The conductivity mass $m_c$ does not reveal the error. For equally filled valleys with a common scattering time, the inverse mass is averaged over the valleys. Along any cubic axis, two of the six valleys present $m_l$ and four present $m_t$:

$$\frac1{m_c}=\frac16\left(\frac2{m_l}+\frac4{m_t}\right)=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).$$

Three valleys, one per axis, give the same result, $m_c=0.250\,m$.

Scattering between opposite valleys does distinguish the two pictures. The change of wavevector is $-2x_0$, and adding the reciprocal lattice vector of length 2 leaves $2(1-x_0)=0.29$, which the phonon must supply when a single phonon causes the scattering. With minima at X, the two valleys would be one, and there would be no such process between distinct valleys.

## Limits of the picture, and real silicon

Six separate ellipsoids are a low-energy description. Among the points sampled on the square zone face, the lowest energy is at X, 128 meV above the minimum, and there a valley meets its neighbour from the next zone. In the parabolic estimate, 1.9 percent of the electrons at 300 K lie above that energy. In the same parabolic estimate, a density of about $2\times10^{20}$ cm$^{-3}$ would fill the valleys up to it at zero temperature. At $10^{17}$ cm$^{-3}$ the electrons are far from this limit, and using Fermi–Dirac instead of Boltzmann occupation moves the Fermi level by only 0.04 meV.

The model's masses and valley position are close to the accepted values for silicon, roughly $0.9\,m$, $0.2\,m$ and 0.85. Its gap is not: 0.82 eV, against roughly 1.1 eV in the real crystal at room temperature. The gap does not enter $N_c$ directly, but the discrepancy is a reminder that this is a fitted model. Strain or confinement in a real channel can also break the assumption of equal valleys, by shifting some of them in energy. Strong confinement, as in a thin inversion layer, also splits the bands into two-dimensional subbands, and the three-dimensional $N_c$ used here then no longer applies. If strain lowers the two valleys on one axis by many $k_BT$, only those two are appreciably filled. With the masses unchanged, $N_c$ then falls by a factor of three, to about $8.6\times10^{18}$ cm$^{-3}$, and at fixed density the Fermi level moves $k_BT\ln3\approx28$ meV closer to the lowered minima. For strain along a cubic axis, which keeps the pairing at X, the filled valleys are even then two complete ellipsoids, where minima at X would have supplied one. Shear strain is different. A shear $\epsilon_{yz}$ keeps inversion but destroys $S$, so it splits the pair at the X point on the $x$ axis, changes the masses and moves the minima towards X. In a rough strained version of the model they reach X at a shear between one and two percent, and the two valleys on that axis then merge into one.

## Computed values

```
Lattice constant a: 0.543 nm
Wavevector unit 2pi/a: 11.571 nm^-1
Form factors, silicon (shell: Ry): 3: -0.21, 8: +0.04, 11: +0.08
Form factors, trial antisymmetric (shell: Ry): 3: +0.12, 4: +0.07, 11: +0.02
Plane waves in the set centred on X: 150
Model indirect gap: 0.820 eV
Minimum position x0: 0.8537 of Gamma-X
x0 with larger plane-wave set: 0.8537 of Gamma-X
Distance from minimum to X: 1.693 nm^-1
Distinct points, six at x0: 6
Distinct points, six at X: 3
Distinct points, eight at L: 4
Lowest minima per primitive cell, grid search: 6
Grid spacing in that search: 0.050 of 2pi/a
Parities of the conduction pair at X: -1.000, +1.000
Slope at X from momentum matrix: 1.7775 eV per 2pi/a
Slope at X from energy difference: 1.7769 eV per 2pi/a
Energy of X above minimum: 128.3 meV
Same from two-branch model: 130.0 meV
Lowest energy on square face above minimum: 128.3 meV
Pair splitting at X, inversion broken: 339.1 meV
Slope near X, inversion broken: -0.0028 eV per 2pi/a
Longitudinal mass ml: 0.8730 m_e
Transverse mass mt along y: 0.1844 m_e
Transverse mass along yz diagonal: 0.1845 m_e
Density-of-states mass per valley: 0.3096 m_e
Conductivity mass, three or six valleys: 0.2501 m_e
Temperature: 300 K
Thermal energy kT: 25.852 meV
Nc of one parabolic ellipsoid: 4.322e+18 cm^-3
Nc of one zone arm from bands: 4.582e+18 cm^-3
Ratio arm / whole ellipsoid: 1.0601
Share of second conduction band in arm: 0.07 %
Nc with six valleys: 2.593e+19 cm^-3
Nc with mistaken three valleys: 1.297e+19 cm^-3
Nc from bands, six arms: 2.749e+19 cm^-3
Electron density n: 1.0e+17 cm^-3
Ec - EF with six valleys: 143.69 meV
Ec - EF with mistaken three: 125.77 meV
Fermi-level error kT ln 2: 17.92 meV
Same error with Fermi-Dirac filling: 17.95 meV
Degeneracy correction to EF, six valleys: 0.035 meV
Thermal fraction above face energy, parabolic: 1.92 %
Density filling to face energy at 0 K, parabolic: 2.16e+20 cm^-3
Opposite-valley phonon wavevector: 0.2925 of 2pi/a
```
